# Final common temperature of hot electrons and cold ions in copper

## Problem

A femtosecond laser pulse has just heated the conduction electrons of a copper film. The electrons are at $T_{e0}=5000$ K, while the ions are still at $T_{l0}=300$ K. The heat capacities per unit volume are

$$C_e=\gamma T_e,\qquad \gamma=97\ \mathrm{J/(m^3\,K^2)},\qquad C_l=3.5\ \mathrm{MJ/(m^3\,K)}.$$

The film is uniformly heated, the pulse is over, and at first no heat leaves the film.

(a) Find the thermal energy of the electrons, and explain why their heat capacity is proportional to temperature.

(b) Show that the final state does not depend on how strongly electrons and ions are coupled, and that the ions approach it from below.

(c) Find the common final temperature $T_f$.

(d) Compare it with two shortcuts: neglecting the electrons' final energy, and holding $C_e$ at its initial value.

(e) Copper melts at roughly 1360 K. Does the film reach that temperature? Which initial electron temperature would just bring it there?

(f) Let the film be 50 nm thick on an insulating substrate. Take a rough electron-ion coupling $G=10^{17}$ W/(m³ K) and a rough interface conductance $h=10^8$ W/(m² K). How long does equilibration take, and may the heat loss be ignored meanwhile?

(g) Estimate how far the answer moves when the two heat-capacity laws are replaced by more realistic ones.

## Solution

### (a) Energy stored in the electrons

Heat capacity is the energy needed per kelvin at the current temperature. Because $C_e$ changes during heating, the energy is an integral:

$$U_e(T)=\int_0^T \gamma T'\,dT'=\frac{\gamma T^2}{2}.$$

This is half the product $C_e(T)\,T$, since the average heat capacity between zero and $T$ is half the final one.

The linear law comes from the Pauli principle. Let $g$ be the number of electron states per unit volume and energy, taken as constant near the Fermi level, and measure the energy $\varepsilon$ from that level. At temperature $T$ a state is occupied with probability $f=1/(e^{\varepsilon/kT}+1)$. The chemical potential stays at $\varepsilon=0$, because $1-f(-\varepsilon)=f(\varepsilon)$: as many electrons appear above the level as holes below it. An electron at $\varepsilon$ and a hole at $-\varepsilon$ each cost the energy $\varepsilon$, so

$$U_e=2g\int_0^\infty\frac{\varepsilon\,d\varepsilon}{e^{\varepsilon/kT}+1}
=2g(kT)^2\int_0^\infty\frac{x\,dx}{e^x+1}.$$

To do the integral, write $1/(e^x+1)=e^{-x}-e^{-2x}+e^{-3x}-\dots$ and use $\int_0^\infty xe^{-nx}dx=1/n^2$. The result is $1-\frac14+\frac19-\dots=\pi^2/12$. Hence

$$U_e=\frac{\pi^2}{6}g(kT)^2,\qquad \gamma=\frac{\pi^2k^2g}{3}.$$

This derivation assumes a density of states that is flat over several $kT$. A gentle slope changes the result little, but a steep rise within that range spoils the law. Part (g) returns to this condition.

### (b) Exchange of heat

Let heat flow from electrons to ions at the rate $G(T_e-T_l)$ per unit volume, with $G>0$:

$$\gamma T_e\frac{dT_e}{dt}=-G(T_e-T_l),\qquad C_l\frac{dT_l}{dt}=G(T_e-T_l).$$

Adding the equations cancels the exchange term:

$$\frac{d}{dt}\left(\frac{\gamma T_e^2}{2}+C_lT_l\right)=0.$$

The bracket is the total energy $E$, with the ion energy written as $C_lT_l$. A different zero for the ion energy would add the same constant before and after, and would not matter.

For the difference $D=T_e-T_l$, divide each equation by its heat capacity and subtract:

$$\frac{dD}{dt}=-G\left(\frac1{\gamma T_e}+\frac1{C_l}\right)D.$$

The factor multiplying $D$ is negative, so $D$ decays without changing sign. It tends to zero provided $G$ stays above some positive value, even if $G$ varies with temperature. The coupling sets the duration but not the end point.

Since $D>0$ throughout, the electrons cool and the ions warm steadily. Moreover, $T_e\ge T_l$ implies

$$\frac{\gamma T_l^2}{2}+C_lT_l\le E.$$

The left side equals $E$ at $T_l=T_f$ and increases with $T_l$, so the ions never overshoot $T_f$.

### (c) The common temperature

Setting both temperatures equal to $T_f$ gives

$$\frac{\gamma T_f^2}{2}+C_lT_f=E,\qquad E=\frac{\gamma T_{e0}^2}{2}+C_lT_{l0}.$$

Multiply by 2 and collect the terms: $\gamma T_f^2+2C_lT_f-2E=0$. The quadratic formula gives

$$T_f=\frac{-2C_l\pm\sqrt{4C_l^2+8\gamma E}}{2\gamma}
=\frac{-C_l\pm\sqrt{C_l^2+2\gamma E}}{\gamma}.$$

The lower sign gives a negative temperature and is rejected. The upper sign gives a positive one, because the root exceeds $C_l$.

The initial energies are

$$\frac{97\times5000^2}{2}\ \mathrm{J/m^3}=1212.5\ \mathrm{MJ/m^3},\qquad
3.5\times300\ \mathrm{MJ/m^3}=1050\ \mathrm{MJ/m^3},$$

so $E=2262.5$ MJ/m³. The square root is 3.562152 MJ/(m³ K), and

$$T_f=\frac{(3.562152-3.5)\times10^6}{97}\ \mathrm K\approx 641\ \mathrm K.$$

The extra digits in the root are needed because two nearly equal numbers are subtracted.

The heat balance confirms the result. At $T_f$ the electrons retain 19.9 MJ/m³, so they have lost $1212.5-19.9=1192.6$ MJ/m³. The ions have risen by 340.74 K and gained $3.5\times340.74=1192.6$ MJ/m³.

The electrons cool by more than 4300 K while the ions warm by only 341 K. Even at 5000 K the electron heat capacity is 0.485 MJ/(m³ K), about one seventh of the ions', and it falls to 0.062 MJ/(m³ K) at the end.

### (d) Two shortcuts

**Neglecting the final electron energy** leaves $C_lT_f\approx E$, so $T_f\approx2262.5/3.5=646.4$ K. This is about 6 K too high. To see why the error is small, define $x=\gamma E/C_l^2$, which is 0.018 here. Then

$$T_f=\frac{C_l}{\gamma}\left(\sqrt{1+2x}-1\right)
=\frac{C_l}{\gamma}\left(x-\frac{x^2}{2}+\dots\right)
=\frac{E}{C_l}-\frac{\gamma E^2}{2C_l^3}+\dots$$

The second term is the electron energy at the estimated temperature divided by $C_l$, or 5.8 K. The shortcut is good when $x\ll1$. In the opposite limit, $C_l\to0$, the exact root becomes $\sqrt{2E/\gamma}=T_{e0}$: ions without heat capacity cannot cool the electrons.

**Holding $C_e$ at 0.485 MJ/(m³ K)** turns the balance into a weighted average:

$$T=\frac{0.485\times5000+3.5\times300}{0.485+3.5}\ \mathrm K=872\ \mathrm K.$$

This is wrong by 231 K. It credits the electrons with $0.485\times5000=2425$ MJ/m³, twice what they hold.

### (e) Does the film melt?

By part (b) the ions never exceed 641 K, far below 1360 K, so in this model the film stays solid.

To find the onset of melting, require the common temperature to equal the melting point $T_m$:

$$\frac{\gamma T_e^2}{2}+C_lT_{l0}=\frac{\gamma T_m^2}{2}+C_lT_m.$$

Move the ion terms to the right, multiply by $2/\gamma$, and take the root:

$$T_e=\sqrt{T_m^2+\frac{2C_l(T_m-T_{l0})}{\gamma}}\approx8850\ \mathrm K.$$

This start brings the solid to its melting point but supplies no latent heat. Melting the whole film requires more energy. The value also relies on the linear electron law at a temperature where part (g) shows it to be poor. It further holds $C_l$ constant up to 1360 K, where the ion heat capacity is larger. With the Debye and free-expansion heat capacity of part (g), the onset rises to about 9200 K.

### (f) Duration and heat loss

The electron equation can be integrated by hand if $T_l$ is held fixed. Separate the variables, using $T_e/(T_e-T_l)=1+T_l/(T_e-T_l)$:

$$t=\frac{\gamma}{G}\left[T_{e0}-T_e+T_l\ln\frac{T_{e0}-T_l}{T_e-T_l}\right].$$

The first part describes a linear fall at the rate $G/\gamma\approx1000$ K/ps, the limit approached when the electrons are much hotter than the ions. The logarithm describes the final exponential approach.

Call the two subsystems equilibrated when their difference is 1% of its initial value, or 47 K. With $\gamma/G=9.7\times10^{-4}$ ps/K, fixing $T_l$ at 300 K gives 5.9 ps, and fixing it at 641 K gives 7.0 ps. Numerical integration of both equations, with the ions free to warm, gives 6.7 ps.

The coupling may itself grow with electron temperature. As an illustration, replacing $G$ by $G(1+T_e/2000\ \mathrm K)$ shortens the time to 3.4 ps. The final temperature stays at 641 K, as part (b) requires.

Now let the ions lose heat to a substrate held at 300 K. For a film of thickness $d$, the loss per unit volume is $(h/d)(T_l-T_{l0})$. Since $T_l\le T_f$, the loss during a time $t$ lowers the common temperature by roughly no more than

$$\frac{h(T_f-T_{l0})t}{C_ld}
=\frac{10^8\times341\times6.7\times10^{-12}}{3.5\times10^6\times50\times10^{-9}}\ \mathrm K
\approx1.3\ \mathrm K.$$

Here the lost energy has been divided by $C_l$ alone, which slightly overstates the cooling. Integrating the exchange equations with the loss included gives about 1 K. The loss may be ignored during equilibration.

It cannot be ignored indefinitely. With the substrate held at 300 K, the film cools on the scale $C_ld/h\approx1.8$ ns. A real substrate warms near the interface, which slows the cooling. For a poor heat conductor such as glass, it then takes tens of nanoseconds. Thus $T_f$ is a plateau, reached within picoseconds and lost over nanoseconds or longer.

### (g) More realistic heat capacities

**The d electrons.** At 5000 K, $kT=0.431$ eV. Copper has a dense, filled d band whose top lies roughly 2 eV below the Fermi level. That is less than five $kT$ away, so the density of states is not flat over the range that matters.

A simple model shows the size of the effect. Keep the flat band that reproduces $\gamma$; it has $g_s=0.292$ states per eV per atom. Add a rectangular d band from $-5.5$ to $-2.0$ eV holding ten electrons per atom, so that $g_d=10/3.5=2.86$ states per eV per atom. The band edges are rough values.

Holes in the d band send electrons into the flat band, so the chemical potential $\mu$ must rise to conserve electron number. For a flat band, a shift $\mu$ adds $g_s\mu$ electrons and the energy $g_s\mu^2/2$, because it fills the states between 0 and $\mu$. Near the top of the d band the hole probability is approximately $e^{-(\mu-\varepsilon)/kT}$. Integrating it downwards from the edge gives the number of holes:

$$n_h\approx g_d\,kT\,e^{-(2\,\mathrm{eV}+\mu)/kT}.$$

Solving the number balance numerically with the full Fermi function gives $\mu=0.037$ eV. The approximate formulas agree: both $n_h$ and $g_s\mu$ are then 0.011 per atom.

The mean depth of a hole below the Fermi level is $2\ \mathrm{eV}+kT=2.43$ eV, since an exponential distribution has mean $kT$ beyond its edge. The holes therefore add about $0.011\times2.43\approx0.027$ eV per atom, and the term $g_s\mu^2/2$ is negligible beside this. The linear law by itself gives $\pi^2g_s(kT)^2/6=0.089$ eV per atom. About one hole per hundred atoms thus raises the electron energy by 30%.

The full numerical sum over states gives 1574 MJ/m³ instead of 1212.5 MJ/m³. At the final temperature the d holes are frozen out, because $kT$ is then only about 0.06 eV. The balance of part (c) can be reused with $E=1574+1050=2624$ MJ/m³, and it gives

$$T_f\approx742\ \mathrm K,$$

about 100 K above the answer to (c). In the same model, still with constant $C_l$, the melting onset falls from about 8850 K to about 6800 K. With the Debye and free-expansion ion heat capacity described below, it is about 7000 K.

This comparison holds the initial electron temperature fixed. The outcome differs if the absorbed energy is fixed instead. Under the linear law, heating the electrons from 300 K to 5000 K takes

$$\frac{97}{2}\left(5000^2-300^2\right)\ \mathrm{J/m^3}\approx1208\ \mathrm{MJ/m^3},$$

or about 6 mJ/cm² absorbed in 50 nm. If that energy is given, the d electrons lower the peak electron temperature but leave the final temperature essentially at 641 K, since they store almost nothing at either 300 K or 641 K.

**The ions.** Classical vibrations have the heat capacity $3nk$, where $n$ is the number of atoms per unit volume. For copper's density of about 8960 kg/m³ this is 3.52 MJ/(m³ K), close to the given $C_l$. Quantum effects reduce it at room temperature. In the Debye model with characteristic temperature $\theta$,

$$U_l=9nkT\left(\frac T\theta\right)^3\int_0^{\theta/T}\frac{x^3\,dx}{e^x-1}.$$

For small $x$ the integrand is $x^2-x^3/2+x^4/12-\dots$. Integrating term by term and differentiating $U_l$ with respect to $T$ gives

$$C_V\approx3nk\left(1-\frac{\theta^2}{20T^2}\right).$$

With a rough $\theta=340$ K, the reduction is 6% at 300 K and about 1% at 641 K. Solving the heat balance numerically with the full Debye energy and the linear electron law gives 649 K.

That is a fixed-volume result. If the solid expands at constant pressure, its heat capacity is larger. Writing the entropy as $S(T,V)$ and letting $V$ follow $T$ gives

$$C_p-C_V=T\left(\frac{\partial S}{\partial V}\right)_T\left(\frac{\partial V}{\partial T}\right)_p
=T\left(\frac{\partial p}{\partial T}\right)_V\left(\frac{\partial V}{\partial T}\right)_p,$$

where the second step is a Maxwell relation. With volume expansion coefficient $\alpha_v$ and bulk modulus $B$, the two derivatives are $\alpha_vB$ and $\alpha_vV$. Per unit volume the difference is $\alpha_v^2BT$. For free expansion, rough values $\alpha_v=5\times10^{-5}$ K⁻¹ and $B=140$ GPa lower the final temperature to 634 K. A film held sideways by its substrate can expand only in thickness, so its result lies between the fixed-volume and free-expansion values. Expansion also takes time. Sound needs roughly 10 ps to cross 50 nm of copper, longer than the equilibration time of part (f), so the expanded values describe the later plateau. The two ion corrections have opposite signs, and each result lies within 10 K of the simple one.

**Comparison with a real film.** The given $\gamma$ and $C_l$ are reasonable for copper between room temperature and the final temperature found here, and the coupling and interface conductance are order-of-magnitude values. Of the effects estimated here, d-electron excitation matters most: at a fixed 5000 K start it moves the answer by about 100 K, against about 10 K for the ion heat capacity and 1 K for the substrate. The band model is itself crude, and the hole number depends exponentially on the position of the band edge, so 742 K indicates the size of the correction and is not a precise prediction. Shifting the whole d band up or down by 0.2 eV gives about 780 K or 710 K. The model also assumes uniform heating through the film and electrons that already share one temperature. For the heat-capacity laws stated in the problem, the answer is $T_f\approx641$ K.

All numerical values are calculated from the stated model.
